# Roughness coupling between perpendicular magnetic layers: why conformal interfaces favour antiparallel alignment, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The coupling of two rigid films

### What the wrong sign does

Two ferromagnetic films separated by a thin rough spacer act on each other through the stray field of their roughness. For films magnetized in the plane, Néel's orange-peel result says that matching corrugation favours parallel alignment. If that result is carried over unchanged to a stack magnetized perpendicular to the plane, the shift that matching roughness gives to the switching loop of the free layer is predicted on the wrong side. A correction designed to cancel this shift then adds to it.

For rigid perpendicular magnetization and matching corrugation the coupling has the same magnitude as in the in-plane case across the grooves, and the opposite sign. Part 1 derives this result. Part 2 treats general roughness, asks what happens when the magnetization is not rigid, and works an example.

### Geometry, sign convention and units

The axis $z$ is the average film normal. All four interfaces carry the same profile

$$h(x)=A\cos qx,\qquad q=2\pi/\lambda ,$$

which is the meaning of conformal here. The lower film lies between $z=-d_1+h$ and $z=h$, the upper film between $z=t+h$ and $z=t+d_2+h$. Thicknesses are measured vertically. The films extend without edges in $x$ and $y$, and no exchange acts through the spacer.

Both films have magnetization of magnitude $M$. The lower one points along $+z$, the upper one along $sz$, with $s=+1$ for parallel and $s=-1$ for antiparallel alignment. Rigid means that these directions are the same everywhere and do not follow the local surface normal. The part of the energy per projected area that depends on $s$ is written

$$E=sJ,\qquad E(\text{parallel})-E(\text{antiparallel})=2J .$$

Positive $J$ therefore favours antiparallel films.

The equations use $\mathbf B=\mu_0(\mathbf H+\mathbf M)$. In Hartree atomic units $4\pi\varepsilon_0=1$ and the speed of light is $1/\alpha$, with $\alpha$ the fine-structure constant. Hence $\mu_0=1/(\varepsilon_0c^2)=4\pi\alpha^2$. The unit of magnetization is $e\hbar/m_e$ per cubic bohr. Keeping the symbol $\mu_0$ makes each equation valid in SI units as well.

### The energy as an interaction of charges

There is no free current, so $\mathbf H_1=-\nabla\varphi_1$ for the field of the lower film. From $\nabla\cdot\mathbf B=0$ follows

$$\nabla^2\varphi_1=-\rho_1,\qquad \rho_1=-\nabla\cdot\mathbf M_1 .$$

The energy of the upper film in this field is

$$E_{12}=-\mu_0\int\mathbf M_2\cdot\mathbf H_1\,dV
=\mu_0\int\mathbf M_2\cdot\nabla\varphi_1\,dV
=\mu_0\int\rho_2\varphi_1\,dV .$$

The last step is an integration by parts. Its boundary terms vanish because $\mathbf M_2$ is zero above and below the film, while the two ends of a lateral period cancel.

Next come the charges. Let a film have magnetization $M\mathbf m(x)$, uniform through its thickness. Multiplying by a step function that ends at the upper face $z=z_0+h(x)$ and taking $-\nabla\cdot$ gives a surface charge

$$\sigma_{\rm top}=M(m_z-h'm_x)$$

per projected area. The first term comes from the $z$ derivative of the step, the second from its $x$ derivative. The lower face carries $-\sigma_{\rm top}$. Inside the film there is the volume charge $-M\,\partial_xm_x$, which is zero for rigid magnetization.

For $\mathbf m=\hat z$ the charge per projected area is simply $M$, the same on slopes and crests. The tilt of a surface element lowers the normal component of $\mathbf M$ and raises the true area by the same factor. What the roughness changes is the height at which the charge sits.

### Potential of a sheet, and the uniform part

A flat sheet at $z=0$ with charge $\sigma_ke^{ikx}$ has a potential $\varphi_k(z)e^{ikx}$ obeying

$$\varphi_k''-k^2\varphi_k=-\sigma_k\delta(z),\qquad
\varphi_k=\sigma_k\frac{e^{-|k||z|}}{2|k|}.$$

The solution decays on both sides, and its slope jumps by $-\sigma_k$ at the sheet, as the equation demands.

The component $k=0$ needs separate care, because its kernel $-|z|/2$ does not decay. Average the charge of the lower film over $x$ and call the result $\rho_0(z')$. Above the film

$$\varphi_0(z)=-\tfrac12\int(z-z')\rho_0(z')\,dz'=\tfrac12\int z'\rho_0(z')\,dz',$$

since the total charge of a film is zero. This is a constant, and the upper film, also neutral, gains no energy from it. The uniform part thus drops out when both faces of each film are kept, and the coupling comes from $k\neq0$ alone.

### Two facing surfaces

The upper face of the lower film has charge $M$ at height $h$. To first order in $h$,

$$M\delta(z-h)\simeq M\delta(z)-Mh\,\delta'(z).$$

The first term is a flat uniform sheet and belongs to $k=0$. The second is a sheet of vertical dipoles with moment $Mh$ per area. With $G(z)=e^{-q|z|}/(2q)$ its potential above the sheet is

$$\varphi=\int G(z-z')\bigl[-Mh\,\delta'(z')\bigr]dz'
=Mh\,\partial_{z'}G(z-z')\Big|_{z'=0}
=-Mh\,G'(z)=\tfrac12Mh\,e^{-qz}.$$

The potential is positive above a crest, where the positive charge has come closer.

The lower face of the upper film carries $-sM$ at height $t+h$. Expanding the potential about $z=t$ and averaging over $x$ gives

$$E_{\rm facing}=\mu_0(-sM)\langle h\,\partial_z\varphi\rangle_{z=t}
=s\,\tfrac12\mu_0M^2q\,\langle h^2\rangle e^{-qt}
=s\,\tfrac14\mu_0M^2qA^2e^{-qt}.$$

Two minus signs have met: one from the charge of the facing surface, one from the decay of the potential. The last step uses $\langle\cos^2qx\rangle=1/2$. Second-order charge on one sheet paired with the uniform charge on the other contributes at $k=0$ alone, which has been shown to cancel.

The sign has a direct reading. In parallel films the facing surfaces carry opposite charges, which attract. Where the lower surface rises, its positive charge moves up. The negative charge above it moves up as well, and so moves away from its mean position, where the potential of the crest is stronger. In a trough the potential is negative, and the negative charge moves down, to where it is stronger. Both displacements cost energy in parallel films. Reversing the upper film reverses the sign of this cost.

### All four interfaces

For any two sheets with uniform charges $\sigma_1,\sigma_2$ and vertical separation $\Delta$, the same calculation gives

$$E_{\rm pair}=-\tfrac14\mu_0\sigma_1\sigma_2\,qA^2e^{-q\Delta}.$$

The lower film has charges $+M$ at $0$ and $-M$ at $-d_1$. The upper has $-sM$ at $t$ and $+sM$ at $t+d_2$. The sum over the four pairs is

$$E=\tfrac{s}{4}\mu_0M^2qA^2\left[e^{-qt}-e^{-q(t+d_1)}-e^{-q(t+d_2)}+e^{-q(t+d_1+d_2)}\right].$$

The bracket factorizes, and $\mu_0=4\pi\alpha^2$ gives

$$\boxed{J=\pi\alpha^2M^2qA^2e^{-qt}\left(1-e^{-qd_1}\right)\left(1-e^{-qd_2}\right)}$$

to order $A^2$. Each factor is positive, so antiparallel films have the lower energy. If the magnetizations differ in magnitude, each pair contains one charge from each film and $M^2$ becomes $M_1M_2$.

When $qd_1$ and $qd_2$ are large, the outer faces are too far away to matter and the thickness factors tend to one. When both are small, the two faces of a film nearly cancel, and

$$J\simeq\pi\alpha^2M^2q^3A^2d_1d_2e^{-qt}.$$

### Larger amplitudes

The expansion in $h$ can be avoided if $t>2A$, so that every point of the upper film lies higher than every point of the lower one. A sheet of charge $\sigma_1$ at height $h(x')$ then produces, at any height above its crests, the Fourier components

$$\varphi_k(z)=\frac{\sigma_1}{2|k|}e^{-|k|z}\left\langle e^{-ikx'}e^{|k|h(x')}\right\rangle .$$

Placing the second sheet at $\Delta+h(x)$ and averaging gives

$$E_{\rm pair}=\mu_0\sigma_1\sigma_2\sum_{k\ne0}\frac{e^{-|k|\Delta}}{2|k|}
\left\langle e^{-ikx}e^{|k|h}\right\rangle\left\langle e^{ikx}e^{-|k|h}\right\rangle .$$

The allowed values are $k=\pm nq$ with $n=1,2,\dots$. The first average is the integral that defines the modified Bessel function $I_n(nqA)$. Shifting $x$ by half a period turns the second into $(-1)^nI_n(nqA)$. The terms $+n$ and $-n$ are equal, which removes the factor 2 in the denominator. Summing the four pairs as before,

$$J=\mu_0M^2\sum_{n=1}^{\infty}(-1)^{n+1}\frac{I_n(nqA)^2}{nq}\,e^{-nqt}\left(1-e^{-nqd_1}\right)\left(1-e^{-nqd_2}\right).$$

For small $qA$, $I_1(qA)\simeq qA/2$, and the term $n=1$ returns the boxed formula.

The first correction follows from $I_1(u)^2\simeq(u^2/4)(1+u^2/4)$ and $I_2(2u)\simeq u^2/2$. In the ratio of the second term to the leading one, $1-e^{-2qd}=(1-e^{-qd})(1+e^{-qd})$. The relative change of $J$ is therefore

$$(qA)^2\left[\tfrac14-\tfrac12e^{-qt}\left(1+e^{-qd_1}\right)\left(1+e^{-qd_2}\right)\right].$$

The series alternates, so its sign at large steepness is not obvious. It was summed to 200 terms for $qA=0.05,0.3,1,2,3$, for $t/A=2.05,3,6$ and for equal films with $qd=0.02,0.5,5$. In all 45 cases no term exceeded the one before it and the sum was positive. This is numerical evidence over that range; the proof of the sign given here is the one at order $A^2$.

### In-plane magnetization

Let both films now be magnetized along $x$, across the grooves, with the upper one reversed for $s=-1$. The charges on the facing surfaces are $-Mh'$ below and $+sMh'$ above. The potential of the lower one is $-Mh'e^{-qz}/(2q)$, so

$$E_{\rm facing}=-s\,\frac{\mu_0M^2}{2q}\langle h'^2\rangle e^{-qt}=-s\,\tfrac14\mu_0M^2qA^2e^{-qt},$$

because $\langle h'^2\rangle=q^2A^2/2$. This is Néel's preference for parallel films. The slopes of the facing surfaces carry opposite charges directly above one another, and these attract.

The equality of magnitudes is not limited to small amplitude. Summing the sheet kernel over all $k$, including $k=0$, gives

$$g(\Delta x,\Delta z)=-\frac1{2q}\ln\bigl(2\cosh q\Delta z-2\cos q\Delta x\bigr).$$

It follows from $\sum_n e^{-nu}\cos(n\theta)/n=-\tfrac12\ln(1-2e^{-u}\cos\theta+e^{-2u})$. The argument of the logarithm is $|2\sin[q(\Delta x+i\Delta z)/2]|^2$. Away from coincident points, $g$ is thus the real part of an analytic function and obeys $\partial_x^2g+\partial_z^2g=0$.

Let $\chi_1$ and $\chi_2$ equal one inside the respective film and zero outside. For magnetization along axis $i$ the charge densities are $-M\partial_i\chi_1$ and $-sM\partial_i\chi_2$. Two integrations by parts move the derivatives onto $g$. As $g$ depends on the difference of positions, the second derivative brings a minus sign:

$$E_i=-s\mu_0M^2\left\langle\!\int\! dz\!\int\! dz'\,\chi_2\chi_1\,\partial_i^2g\right\rangle,\qquad E_x+E_z=0 .$$

The average runs over $x$ and $x'$. The sum vanishes whenever the films do not touch or overlap, for any periodic groove profile. The in-plane coupling across the grooves is then $-J$ at every amplitude. Magnetization along the grooves produces no charge, and so no coupling.

## Part 2. General roughness, imperfect rigidity and numbers

### Results carried over

Two films of thickness $d_1$ and $d_2$, separated by a spacer $t$, share the profile $h=A\cos qx$. Their magnetization $M$ is parallel ($s=1$) or antiparallel ($s=-1$), and $E=sJ$ per projected area. For rigid perpendicular magnetization and small $qA$,

$$J_0=\tfrac14\mu_0M^2qA^2e^{-qt}\left(1-e^{-qd_1}\right)\left(1-e^{-qd_2}\right),\qquad \mu_0=4\pi\alpha^2\ \text{in atomic units}.$$

The subscript marks the leading rigid value. A rough face with charge $M$ has the potential $\tfrac12Mhe^{-qz}$ above it. A magnetization direction $\mathbf m(x)$ gives the volume charge $-M\partial_xm_x$. Positive $J$ favours antiparallel films.

### Shifted and two-dimensional roughness

If the upper film is displaced sideways by $\delta$, the leading energy contains the average of $h(x)h(x-\delta)$, which is $\tfrac12A^2\cos q\delta$. Hence $J_0$ is multiplied by $\cos q\delta$. A shift of half a period puts crests opposite troughs and reverses the preference. The sign therefore rests on the roughness being replicated from one interface to the next. The amplitudes matter as well. If the four interfaces are in phase but have amplitudes $A_1,\dots,A_4$ from bottom to top, each pair term carries the product of its own two amplitudes, and

$$J=\tfrac14\mu_0M^2q\,e^{-qt}\left(A_2-A_1e^{-qd_1}\right)\left(A_3-A_4e^{-qd_2}\right).$$

With $A_1=A_2$ the sign reverses once $A_4/A_3>e^{qd_2}$. For $d_2=1.5$ nm this ratio is 1.60 at a wavelength of 20 nm but only 1.125 at 80 nm, so roughness that grows through the stack can favour parallel films at long wavelengths.

Measured roughness is rarely a set of grooves. Write $h=\sum_{\mathbf k}h_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ with $\mathbf k$ in the film plane and $k=|\mathbf k|$. At second order different wavevectors do not mix in the average, and the sheet potential depends on $k$ alone. Each component contributes as before, with $|h_{\mathbf k}|^2$ in place of $\langle h^2\rangle$:

$$J_0=\tfrac12\mu_0M^2\sum_{\mathbf k\neq0}k\,|h_{\mathbf k}|^2e^{-kt}\left(1-e^{-kd_1}\right)\left(1-e^{-kd_2}\right).$$

For grooves, the two components $\pm q$ have $|h_{\mathbf k}|^2=A^2/4$ each, which returns the first formula.

For in-plane magnetization along $x$ the surface charge is proportional to $k_xh_{\mathbf k}$, so each term is multiplied by $-(k_x/k)^2$. On isotropic roughness the average of this factor is $-1/2$. The equality of magnitudes found for grooves thus becomes a ratio of two, while the signs remain opposite.

For rigid perpendicular films, matching roughness favours antiparallel alignment at leading order in the amplitude, though a sideways shift or roughness that grows through the stack can reverse this. It remains to ask what happens when the magnetization partly follows the surface, and to work an example.
